\section*{Choosing the propagated variable and step for tunnelling through a smooth barrier}

\section{The choice and its consequences}

A one-dimensional transmission calculation that steps along $x$ must be told which quantity to carry through the barrier, in which direction, and with what step. Two choices of quantity are the wavefunction with its derivative, and the local reflection coefficient $R(x)$. For an electron of constant effective mass $m$ and energy $E>0$ in a potential $V(x)$ that vanishes on both sides, the second choice means solving
\begin{equation}
R'=-2ikR+\frac{iU}{2k}(1+R)^2,\qquad R(x_R)=0, \label{ric}
\end{equation}
from the transmitted side $x_R$ leftwards to the source side $x_L$, and reading off
\begin{equation}
r=R(x_L)e^{2ikx_L},\qquad \ln t=-\frac{i}{2k}\int_{x_L}^{x_R}U(1+R)\,dx. \label{rt}
\end{equation}
Atomic units are used in the algebra, with $k^2=2mE$ and $U=2mV$. The incident wave is $e^{ikx}$, the reflected wave $re^{-ikx}$ and the transmitted wave $te^{ikx}$, so phases refer to $x=0$.

For tunnelling through a single opaque barrier, both choices damp an error made at the start of a leftward sweep, and both amplify one made at the start of a rightward sweep. This damping therefore fixes the direction, not the variable. The variable decides four other things: whether numbers overflow, how accurate the transmission $T=|t|^2$ is, how large the phase errors are, and whether the step has a stability limit under the barrier. With fourth-order Runge--Kutta (RK4) at equal steps, $R$ gives the better $t$ in the example below, and the wavefunction gives the better phase of $r$.

\section{Where the equation comes from}

Split the wavefunction with a constant reference $k$:
\begin{equation}
\psi=A+B,\qquad \psi'=ik(A-B),\qquad R=B/A.
\end{equation}
Hence $A=\tfrac12(\psi+\psi'/ik)$ and $B=\tfrac12(\psi-\psi'/ik)$. Differentiate $A$, insert $\psi''=(U-k^2)\psi$, and use $-k^2/(ik)=ik$ and $U/(ik)=-iU/k$:
\begin{align}
A'&=\tfrac12\Big[ik(A-B)+ik(A+B)-\tfrac{iU}{k}(A+B)\Big]\nonumber\\
&=ikA-\tfrac{iU}{2k}(A+B),\label{A}\\
B'&=-ikB+\tfrac{iU}{2k}(A+B).
\end{align}
The second line follows in the same way, with the sign of the $\psi''$ term reversed. Then
\begin{equation}
R'=\frac{B'}{A}-R\frac{A'}{A}
=-2ikR+\frac{iU}{2k}(1+R)+\frac{iU}{2k}R(1+R),
\end{equation}
which is \eqref{ric}. Because $k$ is the constant outer wavenumber, nothing singular happens at a turning point, where $E=V$.

Dividing \eqref{A} by $A$ gives $(\ln A)'=ik-iU(1+R)/2k$. With $A(x_L)=e^{ikx_L}$ and $A(x_R)=te^{ikx_R}$, integration gives the second part of \eqref{rt}; the free phase $ik(x_R-x_L)$ cancels.

The flux $\mathrm{Im}(\psi^*\psi')=k(|A|^2-|B|^2)$ is constant for real $V$. At $x_R$ it equals $kT$, so
\begin{equation}
|A(x)|^2\,[1-|R(x)|^2]=T. \label{flux}
\end{equation}
It follows that $A\neq0$ and $|R|<1$: the Riccati solution meets no pole. At $x_L$, $|A|=1$, so
\begin{equation}
T=1-|R(x_L)|^2=\exp\Big(\frac1k\int_{x_L}^{x_R}U\,\mathrm{Im}R\,dx\Big). \label{T}
\end{equation}
The exponential is $|t|^2$ from \eqref{rt}, since $\mathrm{Re}[-i(1+R)]=\mathrm{Im}R$. The two forms agree for the exact solution but not numerically. The first subtracts nearly equal numbers when $T$ is small; the second does not.

\section{Direction: stability belongs to both variables}

A small error in $R$ obeys $\delta R'=J\,\delta R$ with $J=-2ik+iU(1+R)/k$. Integrating leftwards reverses the sign of the exponent:
\begin{equation}
\delta R(x_L)=\delta R(x_R)\,e^{-\int_{x_L}^{x_R}J\,dx}
=\delta R(x_R)\,t^2e^{2ik(x_R-x_L)}. \label{damp}
\end{equation}
The modulus of the factor is $T$. Propagating $\psi$ and $\psi'$ and forming $B/A$ at the end solves the same problem, so its end error is damped by the same factor.

For an error made at an intermediate $x$, the factor has modulus $\exp(\int_{x_L}^{x}U\,\mathrm{Im}R\,dx'/k)=|A(x)|^2$, which by \eqref{flux} is $T/(1-|R(x)|^2)$. This shows where the damping can fail. On the source side of a single barrier the factor is of order one, so errors made there are not damped; its maximum is $1.07$ in the example below and $1.9$ for $w=200$ \AA. At a resonance of a double barrier with $T=1$, the factor is $1/(1-|R|^2)\geq1$, and errors made in the well are amplified on the way out.

Now go rightwards, starting from $r$ with an error $\varepsilon$. The error adds $\varepsilon e^{-ikx}$ on the left. A wave incident from the right has the form $e^{-ikx}+r'e^{ikx}$ on the right and $te^{-ikx}$ on the left; for the symmetric barrier used below, the same $t$ follows from mirror symmetry. Dividing by $t$ shows that the error arrives with incoming amplitude $\varepsilon/t$. Compared with the true outgoing amplitude $t$, it has grown by $1/T$.

\section{Step: what RK4 does to each variable}

\subsection{Free leads}

For $y'=i\omega y$ and $z=\omega\,\Delta x$, one RK4 step multiplies $y$ by the Taylor polynomial $P$ of $e^{iz}$ through $z^4$. The missing terms begin with $iz^5/120-z^6/720$, so
\begin{equation}
Pe^{-iz}=1-\Big(\frac{iz^5}{120}-\frac{z^6}{720}\Big)(1-iz)+\dots
=1-\frac{iz^5}{120}-\frac{z^6}{144}+\dots
\end{equation}
Each step adds a phase $-z^5/120$ and changes the logarithm of the modulus by $-z^6/144$, to leading order.

Leftwards, $\Delta x=-h$. The part $A$ has $\omega=k$, so $z=-kh$ and its phase error is $+(kh)^5/120$. The part $B$ has the opposite error. For $R$, the frequency is $-2k$ and $z=2kh$. Per step of left lead, the errors are therefore
\begin{equation}
\delta\arg r=
\begin{cases}
-2(kh)^5/120 & \text{wavefunction},\\
-(2kh)^5/120 & R,
\end{cases}\label{lead}
\end{equation}
a ratio of $32/2=16$. Since the lead error over a fixed length scales as $h^4$, $R$ needs half the step to match the wavefunction in this respect.

For $t$ the ranking reverses. It is proportional to $1/A(x_L)$, so direct propagation gives it a phase error $-(kh)^5/120$ for every lead step, left or right. In \eqref{rt} the integrand vanishes where $U=0$, so the leads add no error to $\ln t$.

The modulus matters too. In the wavefunction method $A$ and $B$ shrink equally and their ratio is unaffected. In the Riccati method $|R|$ itself shrinks by $(2kh)^6/144$ per step in its logarithm, which creates a false contribution to $1-|R|^2$.

\subsection{Under the barrier}

Take a plateau with $U=k^2+\kappa^2$. The solution that grows leftwards has $\psi'=-\kappa\psi$, hence
\begin{equation}
R_*=\frac{ik+\kappa}{ik-\kappa},\qquad 1+R_*=\frac{2ik}{ik-\kappa}.
\end{equation}
This is constant: every RK4 slope vanishes, and the integrand for $\ln t$ is constant as well. No discretization error arises there. The directly propagated wave must reproduce $e^{\kappa h}$ at each step by a polynomial, and its logarithm errs by $-(\kappa h)^5/120$ to leading order.

The price is a step limit. Since $(ik-\kappa)(-ik-\kappa)=U$,
\begin{equation}
J=-2ik-\frac{2U}{ik-\kappa}=-2ik+2(ik+\kappa)=2\kappa.
\end{equation}
Leftwards an error decays as $e^{-2\kappa|x|}$. With $q=2\kappa h$, RK4 replaces this decay per step by $1-q+q^2/2-q^3/6+q^4/24$, which exceeds one for $q>2.785$. Beyond that step, the numerical $R$ leaves the correct fixed point.

\subsection{A rotating variant}

The variable $\rho=Re^{2ikx}$ removes the free rotation:
\begin{equation}
\rho'=e^{2ikx}(R'+2ikR)=\frac{iU}{2k}\big(e^{ikx}+\rho e^{-ikx}\big)^2 .
\end{equation}
It is constant in the leads, so the error \eqref{lead} disappears. On a plateau, however, $\rho=R_*e^{2ikx}$ rotates, and the advantage of a stationary variable is lost.

\section{An independent reference}

For $V=V_0\,\mathrm{sech}^2(x/w)$ the amplitudes follow from a series. Put $s=1/(1+e^{2x/w})$, so that $\mathrm{sech}^2(x/w)=4s(1-s)$ and $ds/dx=-(2/w)s(1-s)$. Write the solution that becomes $e^{ikx}$ on the right as $f=e^{ikx}g(s)$. Then $g''+2ikg'-Ug=0$ in $x$; changing to $s$ and dividing by $(4/w^2)s(1-s)$ gives
\begin{equation}
s(1-s)g_{ss}+(1-2s-ikw)g_s-2mV_0w^2g=0 .
\end{equation}
With $g=\sum c_ns^n$, $c_0=1$, the coefficient of $s^n$ yields
\begin{equation}
c_{n+1}=c_n\frac{n(n+1)+2mV_0w^2}{(n+1)(n+1-ikw)} .
\end{equation}
At $x=0$, $s=\tfrac12$ and successive terms eventually halve.

Mirror symmetry makes $f(-x)$ and $f^*(-x)$ the left-going and right-going solutions on the left. Thus $tf(x)=f^*(-x)+rf(-x)$. This equation and its derivative at $x=0$ give
\begin{equation}
t-r=\frac{f_0^*}{f_0},\qquad t+r=-\frac{f_0'^*}{f_0'} .
\end{equation}
Half the difference gives $r=-\tfrac12(f_0^*/f_0+f_0'^*/f_0')$. Half the sum, with the constant Wronskian $f^*f'-ff'^*=2ik$, gives $t=ik/(f_0f_0')$, which involves no cancellation.

\section{Reading a worked case}

Take $V_0=0.6$ eV, $E=0.1$ eV, $m=0.2$ and $w=20$ \AA. Then $k=0.07245$ \AA$^{-1}$, and $\kappa=0.1620$ \AA$^{-1}$ at the top. The series gives $T=2.318\times10^{-6}$. On a grid from $-320$ to $320$ \AA\ with $h=1$ \AA, the errors against the series are:

\begin{center}
\begin{tabular}{lccc}
variable & $\arg r$ (rad) & $\arg t$ (rad) & $\ln T$\\
wavefunction & $-9.1\times10^{-6}$ & $-9.1\times10^{-6}$ & $3.4\times10^{-5}$\\
$R$ & $-1.4\times10^{-4}$ & $3.3\times10^{-7}$ & $-9.7\times10^{-8}$\\
$\rho$ & $-2.4\times10^{-6}$ & $-2.6\times10^{-5}$ & $-6.1\times10^{-5}$
\end{tabular}
\end{center}

An error in $\ln T$ is a relative error in $T$. No variable wins every column. The rotating form has the best $\arg r$, but its $T$ is less accurate than that of the wavefunction. With $R$ at $h=0.5$ \AA, the error of $\arg r$ is $-8.9\times10^{-6}$ rad, close to the wavefunction result at $1$ \AA, as the factor of sixteen predicts for lead-dominated errors.

The lead law was tested by adding 320 steps on the left. For $R$, $2kh=0.1449$ and
\begin{equation}
-320\,\frac{(0.1449)^5}{120}=-1.70\times10^{-4}\ \text{rad};
\end{equation}
the calculated drift is $-1.69\times10^{-4}$ rad. For the wavefunction, the law and the calculation both give $-1.06\times10^{-5}$ rad to within one unit in the last digit.

The same lead lowers $\ln|R|$ by $2.05\times10^{-5}$, and so raises $1-|R|^2$ by about $4.1\times10^{-5}$, far more than $T$. Even on the original grid, $1-|R|^2=3.6\times10^{-5}$, about sixteen times too large, while the exponential in \eqref{T} gives $2.318\times10^{-6}$. This failure comes from the step, well before rounding matters.

Stability follows \eqref{damp}. A small error at $x_R$ is multiplied by $2.319\times10^{-6}$ in the $R$ sweep and by $2.318\times10^{-6}$ in the direct sweep. Rightwards, an error in $r$ grows by $656.9$, equal to $1/|t|$ at this precision.

For $w=60$ \AA, $T=6.883\times10^{-18}$. Both leftward sweeps recover it, the direct one with a relative error of $1.0\times10^{-4}$. The rightward sweep with $h=1$ \AA\ returns an outgoing intensity of $1.1\times10^{8}$, because its step errors are amplified. Rounding sets a separate limit on the subtraction: the reference $r$ in double precision gives $1-|r|^2=2.2\times10^{-16}$, well above $T$.

At $w=2400$ \AA, a numerical stress case, $\log_{10}T=-687.77$. The wavefunction must grow by roughly $10^{344}$ and overflows double precision. The Riccati sweep reproduces the logarithm to all digits quoted. Rescaling $\psi$ and $\psi'$ together, while storing the logarithm of the scale, would also avoid the overflow, because their ratio is unchanged.

\section{Settings that follow}

For one barrier with negligible potential at the grid ends, start on the transmitted side. If $T$ of a smooth, opaque barrier is wanted, carry $R$ and accumulate $\ln t$; do not use $1-|R|^2$ for a small $T$. In the worked case this also gives the better $\arg t$, but at low energy and with short leads, where the lead error is small, the wavefunction can have the smaller phase error. For a thin barrier the wavefunction can be the more accurate choice at the same step, so compare the two. Keep $2\kappa h$ below $2.785$ at the barrier top. Here that means $h<8.6$ \AA, a stability limit and not an accuracy target. The bound assumes that $R$ is already near $R_*$, as on a smooth barrier, and it is necessary but not sufficient. In the leads $R$ also needs $2kh<2.83$, which is the tighter condition when $k$ clearly exceeds $\kappa$. At an abrupt barrier edge $R$ starts far from $R_*$ and the rate $U/k$ matters: for a rectangular barrier of the same height the sweep already fails near $2\kappa h=2.4$ at $E=0.1$ eV and near $0.9$ at $E=0.01$ eV.

If $\arg r$ is wanted from $R$, a lead of length $L$ and a phase tolerance $\delta$ suggest, for $2kh\ll1$,
\begin{equation}
h\lesssim\left[\frac{120\,\delta}{L(2k)^5}\right]^{1/4}.
\end{equation}
This controls the lead error alone; the barrier region still needs a convergence check by halving $h$. Unneeded lead should be removed, since a free wave can be continued analytically. The wavefunction is a sound alternative if it is rescaled, and $\rho$ suits long leads when the phase of $r$ matters most. These comparisons hold the step and RK4 fixed; running times were not compared.

\section{Relation to a silicon contact}

The parameters lie in the rough regime of a very heavily doped silicon contact, with $w=2.0$ nm, but the symmetric barrier is a test problem. A real metal side is abrupt. The algorithm handles this by stopping at $x=0$, where $f_0=e^{-S}(1+R)$ and $f_0'=ike^{-S}(1-R)$, with $S$ the accumulated $\ln t$. Let the metal have free-electron mass, wavenumber $k_M$ and reflection amplitude $r_M$, and let $\tau$ be the transmitted amplitude. Continuity of $\psi$ and $\psi'/m$ requires $1+r_M=\tau f_0$ and $ik_M(1-r_M)=\tau f_0'/m$. Eliminating $r_M$ and weighting by the velocities gives
\begin{equation}
\tau=\frac{2}{f_0+f_0'/(ik_Mm)},\qquad T_M=\frac{k/m}{k_M}|\tau|^2 .
\end{equation}
For a metal kinetic energy of $5$ eV, $T_M=2.8\times10^{-3}$, about 1200 times the symmetric result, mainly because half of the barrier is gone. The value depends strongly on the barrier shape. A parabolic depletion barrier of the same height and $2$ nm width (doping near $2\times10^{20}$ cm$^{-3}$) is much thinner at this energy and gives $T_M\approx0.2$, so neither number should be read as the transmission of a real contact.

Three other effects were sized on the symmetric barrier, one at a time. A heavy-valley mass of $0.9$ gives $T=7.7\times10^{-13}$. The peak field of this smooth profile is $2.3$ MV/cm, whereas a parabolic depletion barrier of the same height and $2$ nm width would reach about $6$ MV/cm and have a larger image lowering. With the peak field of the smooth profile, the uniform-field image estimate $\sqrt{F/\epsilon}$ in atomic units, with $\epsilon=11.7$, is a lowering of $0.17$ eV, which would raise $T$ to $7.2\times10^{-5}$. This overstates the effect for that profile, because its field vanishes at $x=0$, where the metal would stand. The maximum of $V_0\,\mathrm{sech}^2(x/w)-1/(4\epsilon x)$ for $x>0$ lies only $0.097$ eV below $V_0$, and lowering the symmetric barrier by that amount gives $T=1.6\times10^{-5}$. Averaging over the thermal window $-\partial f_{\rm F}/\partial E$, where $f_{\rm F}$ is the Fermi function at $300$ K with its Fermi level at $0.1$ eV, raises $T$ by a factor of $6.2$. These factors should not simply be multiplied or carried over to the one-sided barrier: there, adding the image potential, held constant within $0.5$ to $2$ \AA\ of the metal, raises $T_M$ only by a factor of about $1.7$. Band nonparabolicity, transverse energies, random dopants and scattering are also omitted, so a phase error of $10^{-5}$ rad measures the solver, not the accuracy of a contact model. Further values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
barrier height 0.6 eV, energy 0.1 eV, mass 0.2 m_e
barrier length w 20.0 A, full width at half height 35.25 A
k = 0.07245 1/A, kappa at top = 0.16201 1/A
grid from -320 to 320 A
series reference: T = 2.317683e-06
series reference: arg r = -0.77147386 rad, arg t = 0.79932247 rad
errors: method, step (A), arg r (rad), arg t (rad), ln T
  direct    2.0  -1.45e-04  -1.45e-04   5.01e-04
  direct    1.0  -9.11e-06  -9.11e-06   3.38e-05
  direct    0.5  -5.70e-07  -5.70e-07   2.20e-06
  riccati   2.0  -2.22e-03   5.90e-06  -3.12e-06
  riccati   1.0  -1.42e-04   3.32e-07  -9.66e-08
  riccati   0.5  -8.93e-06   1.98e-08  -3.86e-09
  rotating  2.0  -4.20e-05  -5.04e-04  -7.63e-04
  rotating  1.0  -2.43e-06  -2.59e-05  -6.06e-05
  rotating  0.5  -1.46e-07  -1.41e-06  -4.01e-06
w = 3 A: exp(2 Re ln t) = 0.28425519, 1-|R|^2 = 0.28425519
step 1 A, R sweep: 1-|R|^2 = 3.632e-05, exp(2 Re ln t) = 2.317683e-06
extra lead of 320 steps of 1 A: drift of arg r, arg t, ln|r|
  direct    -1.063e-05  -5.314e-06   2.220e-16
  riccati   -1.691e-04  -5.507e-14  -2.052e-05
  rotating  -1.133e-13  -5.507e-14   2.220e-16
  law for arg r: direct -1.065e-05, R -1.704e-04 rad
  law for ln|r| of R: -2.057e-05
leftward damping of an end error: R 2.3193e-06, direct 2.3178e-06
rightward growth of an error in r: 656.85, 1/|t| = 656.86
w = 60 A: T series 6.88281e-18, R 6.88281e-18, direct 6.88353e-18
w = 60 A: 1-|r|^2 in double precision 2.22e-16
w = 60 A: outgoing |amplitude|^2 of rightward sweep 1.07e+08
w = 2400 A: log10 T series -687.77058, R -687.77058
w = 2400 A: direct wavefunction finite? False
plateau 100 A, step 0.2 A: log-amplitude error direct -1.448e-07, law -1.488e-07, R 2.0e-13
RK4 limit 2 kappa h = 2.7853, h = 8.596 A
error kept after 50 steps: 3% below limit 1.79e-03, 3% above 5.25e+02
abrupt metal side (5.0 eV kinetic energy): T = 2.8346e-03, series 2.8346e-03
heavy valleys, mass 0.9 m_e: T = 7.712e-13
peak field 2.309 MV/cm, permittivity 11.7
image-force lowering 0.1686 eV: T = 7.166e-05
thermal average at 300 K, Fermi level 0.1 eV: T = 1.447e-05, ratio 6.24
main result: w = 2.0 nm, T = 2.3177e-06
\end{verbatim}
